# One cavity mode shifts a crystal's bands only as 1/N

Suppose a cavity mode couples to a crystal with a collective strength $g$ that does not depend on the crystal's size. If $g$ is also used as the coupling of each electron, the vacuum field appears to multiply every hopping amplitude by $e^{-g^2/2}$. For $g=0.425$ this predicts bands narrower by about 9 percent, however large the crystal. In the crystal treated below, with $8\times10^9$ sites, the mean hopping reduction is instead $6\times10^{-12}$, although, within the single-mode model used, the same mode has its frequency raised by 82 percent.

## The counter-example

**Model.** The crystal has $N$ sites in parallel tight-binding chains with lattice spacing $a$, hopping $t$ and no hopping between chains. The electrons are spinless and do not interact. Each chain is a long ring of $N_c$ sites with an odd number of electrons. A single uniform mode is polarized along the chains, and its volume grows with the crystal, $V=Nv$ with $v$ fixed. Other bands, other modes and Coulomb forces are left out.

The vector potential is $A=A_0X$, with $X=b+b^\dagger$ and $A_0=\sqrt{\hbar/(2\varepsilon_0\omega V)}$. An electron of charge $-e$ that hops one site forward acquires the Peierls phase $-\eta X$, where

$$
\eta=\frac{eaA_0}{\hbar}=\frac{g}{\sqrt N},\qquad
g^2=\frac{e^2a^2}{2\varepsilon_0\hbar\omega v}.
$$

On each ring $\sum_j c^\dagger_{j+1}c_j=\sum_k e^{-ika}n_k$. Adding the Hermitian conjugate and dropping the bare zero-point energy gives

$$
H=\hbar\omega b^\dagger b-2t\sum_k n_k\cos(ka+\eta X),
$$

where the sum also runs over chains. Expanding the cosine of the sum,

$$
H=\hbar\omega b^\dagger b+\sum_k n_k\left[\epsilon_k\cos\eta X+j_k\sin\eta X\right],
$$

with $\epsilon_k=-2t\cos ka$ and $j_k=2t\sin ka$. Every $n_k$ is conserved, so each set of occupations leaves a problem for one oscillator.

**The mode.** Fill each chain symmetrically about $k=0$. The $j_k$ then cancel in pairs, and $\sum_k n_k\epsilon_k=-N\tau$. With $N_e$ electrons per chain, the geometric sum over occupied wave vectors gives

$$
\tau=\frac{2t}{N_c}\frac{\sin(\pi N_e/N_c)}{\sin(\pi/N_c)}
\;\longrightarrow\;\frac{2t}{\pi}\sin\pi\nu ,
$$

where $\nu=N_e/N_c$ and the limit is that of long chains. Since $\eta^2=g^2/N$,

$$
-N\tau\cos\eta X=-N\tau+\frac{\tau g^2}{2}X^2-\frac{\tau g^4}{24N}X^4+\dots
$$

The factor $N$ has cancelled from the quadratic term: $\nu N$ electrons each contribute a term of order $1/N$.

To diagonalize the quadratic part, let $P=i(b^\dagger-b)$. Then $[X,P]=2i$ and $b^\dagger b=(X^2+P^2)/4-1/2$, so

$$
H_{\rm quad}=-N\tau+\frac{\hbar\omega}{4}P^2
+\frac{\hbar\omega}{4}(1+r)X^2-\frac{\hbar\omega}{2},
\qquad r=\frac{2g^2\tau}{\hbar\omega}.
$$

Set $X=sX'$ and $P=P'/s$, which preserves the commutator. The two quadratic coefficients are equal when $s^4=1/(1+r)$, and both become $\hbar\Omega/4$ with

$$
\Omega=\omega\sqrt{1+r},\qquad s^2=\frac{\omega}{\Omega}.
$$

With $X'=\beta+\beta^\dagger$, the result is

$$
H_{\rm quad}=-N\tau+\hbar\Omega\beta^\dagger\beta+\frac{\hbar(\Omega-\omega)}{2}.
$$

In its ground state $\langle X^2\rangle=\omega/\Omega$ and $\langle P^2\rangle=\Omega/\omega$, hence $\langle b^\dagger b\rangle=(\Omega-\omega)^2/(4\Omega\omega)$. Inserting $g^2$ also gives

$$
\Omega^2=\omega^2+\frac{e^2a^2\tau}{\varepsilon_0\hbar^2v}.
$$

The added term is the squared intraband plasma frequency for this mode volume.

**One electron.** Put one more electron in an empty state $k$. Beyond its bare energy $\epsilon_k$, it adds to the oscillator the perturbation

$$
W=\epsilon_k(\cos\eta X-1)+j_k\sin\eta X
=j_k\eta X-\frac{\epsilon_k\eta^2}{2}X^2+O(\eta^3).
$$

The $X^2$ term contributes $-\epsilon_k\eta^2\omega/(2\Omega)$ in first order. The linear term has no average, but its matrix element to the state with one dressed quantum is $j_k\eta\sqrt{\omega/\Omega}$. In second order it contributes minus the square of this element divided by $\hbar\Omega$. Therefore

$$
\delta_{\rm add}=\frac{g^2}{N}\left[-\frac{\epsilon_k\omega}{2\Omega}
-\frac{j_k^2\omega}{\hbar\Omega^2}\right].
$$

The first term is the reduced hopping. The second is the energy gained when the electron's current displaces the field.

**Numbers.** Take the round parameters $t=1$ eV, $a=0.5$ nm, half filling, $\hbar\omega=0.1$ eV, $V=1000\ \mu{\rm m}^3$ and $v=125\ {\rm nm}^3$. Then $N=8\times10^9$, $\eta=4.76\times10^{-6}$, $g^2=0.181$ and $\tau=0.637$ eV. The mode energy is

$$
\hbar\Omega=0.1\sqrt{1+2.304}\ {\rm eV}=0.182\ {\rm eV}.
$$

For the empty state at $ka=4\pi/5$, $\epsilon_k=1.618$ eV and $j_k^2=4t^2-\epsilon_k^2=1.382\ {\rm eV}^2$. Thus

$$
N\delta_{\rm add}=0.181\left[-\frac{1.618}{2(1.818)}
-\frac{1.382(0.1)}{(0.1818)^2}\right]{\rm eV}\approx-0.84\ {\rm eV}.
$$

About nine tenths of this comes from the displacement term. Division by $N$ leaves $\delta_{\rm add}=-1.0\times10^{-10}$ eV, beside a mode shift of $0.082$ eV. This mode shift belongs to the model, with one uniform mode and no Coulomb forces; for a real sample it depends on geometry. Chains packed at spacing $a$ would fill only $1\ \mu{\rm m}^3$, with a bulk plasma energy of $4.8$ eV and a skin depth near $40$ nm. For a compact grain with depolarization factor $1/3$, surface charges turn the shift into about $-0.15$ percent. A thin film at the antinode of a planar cavity, with the same $r$ and all longitudinal modes kept, obeys $x\cot x=-\pi^2r/8$ with $x=\pi\Omega/(2\omega)$, which gives 55 percent instead of 82. A cubic cavity of this volume also holds about 20 modes below $0.182$ eV.

The numerical output below gives direct diagonalizations for single rings. From $N=10$ to $N=6250$ the mode gap stays near $0.182$ eV, while the addition shift falls from $-0.098$ eV to $-1.34\times10^{-4}$ eV. Its logarithmic slope between the last two sizes is $-1.0006$. At ten sites the shift is 6 percent of the bare band energy, but there the mode volume $Nv$ is only $1250\ {\rm nm}^3$ and $\eta=0.13$: the effect is sizeable because the mode is confined to a very small volume and shared by only ten sites.

**Where the estimate fails.** In the bare vacuum $X$ is Gaussian with unit variance, so $\langle\cos\eta X\rangle=e^{-\eta^2/2}$. The opening estimate replaces $\eta$ by $g$. But $g$ measures the sum over all sites, which the mode feels; one electron feels $\eta$.

## The general statement

Let $t,a,\omega,v$ and the filling $\nu$ be fixed, with $0<\nu<1$, and let each chain of the centred sea hold the same odd number $N_e=\nu N_c$ of electrons. Statement 1 compares only sets of occupations with $N_e$ electrons on every chain; statement 3 adds or removes one electron. $N$ may grow by adding chains or by lengthening them; $\tau$ is the finite-chain value, which differs from its long-chain limit by a relative amount $O(N_c^{-2})$. In the model above:

1. No set of occupations has a lower ground-state energy than the centred Fermi sea.
2. Above this sea, the lowest mode excitation tends to $\hbar\Omega$ as $N\to\infty$.
3. Define the band energy as $E({\rm sea}+k)-E({\rm sea})$ for an empty state and $E({\rm sea})-E({\rm sea}-k)$ for an occupied one. Its shift from $\epsilon_k$ is

$$
\delta_k=\frac{g^2}{N}\left[-\frac{\epsilon_k\omega}{2\Omega}
\mp\frac{j_k^2\omega}{\hbar\Omega^2}\right]+O(N^{-2}),
$$

with the upper sign for addition and the lower for removal.

### Proof of the ground state

Let $S=\sum_k n_ke^{ika}=|S|e^{i\varphi}$. The oscillator Hamiltonian is

$$
H_S=\hbar\omega b^\dagger b-t\left(Se^{i\eta X}+S^*e^{-i\eta X}\right).
$$

Expand $Z_S={\rm Tr}\,e^{-\beta_TH_S}$ in powers of $t$, where $\beta_T$ is the inverse temperature. The term of order $m$ is an integral over ordered imaginary times $s_1,\dots,s_m$ and a sum over signs $\sigma_l=\pm1$ of

$$
t^m|S|^m e^{i\varphi\sum_l\sigma_l}\,Z_0
\exp\left[-\frac{\eta^2}{2}\sum_{l,l'}\sigma_l\sigma_{l'}G(s_l-s_{l'})\right].
$$

Here $Z_0$ is the free-oscillator trace, and the exponential is the Gaussian average of the ordered factors $e^{i\eta\sigma_lX(s_l)}$. The correlation function

$$
G(s)=\frac{\cosh[\hbar\omega(\beta_T/2-|s|)]}{\sinh(\hbar\omega\beta_T/2)}
$$

is real, so every factor except the phase is positive. Setting $\varphi=0$ cannot lower $Z_S$, and neither can increasing $|S|$. Because the ground energy is $-\lim_{\beta_T\to\infty}\beta_T^{-1}\ln Z_S$, it is lowest for real positive $S$ of the greatest possible modulus.

On one chain, $|S|=\sum_k n_k\cos(ka-\varphi)$. For given $\varphi$ this sum is largest when the occupied points are those nearest to $\varphi$, which form a contiguous block. All contiguous blocks of $N_e$ points have the same modulus, and the one centred at $k=0$ has $S>0$. For several chains the triangle inequality shows that centring every chain maximizes the total modulus. This proves statement 1. It does not by itself exclude ties; for $N=10$, enumeration puts the next set of occupations $0.38$ eV higher.

### Proof of the shifts

For the centred sea the potential, measured from $-N\tau$, is

$$
\frac{\hbar\omega}{4}X^2+N\tau(1-\cos\eta X)\ \ge\ \frac{\hbar\omega}{4}X^2 .
$$

The low states are therefore confined to values of $X$ that do not grow with $N$, and the Taylor expansion may be used for large $N$. The quartic term is $O(1/N)$, so the mode gap tends to $\hbar\Omega$.

An added electron contributes $+W$, which gives the shift already derived. A removed electron contributes $-W$. The first-order term in $E({\rm sea}-k)$ changes sign, while the second-order term does not:

$$
E({\rm sea}-k)=E({\rm sea})-\epsilon_k
+\frac{\epsilon_k\eta^2\omega}{2\Omega}
-\frac{j_k^2\eta^2\omega}{\hbar\Omega^2}+\dots
$$

Subtracting this from $E({\rm sea})$ gives the lower sign in statement 3.

Replacing $X$ by $-X$ has the same effect as replacing $\eta$ by $-\eta$ and leaves the spectrum unchanged. At fixed $g$, odd powers of $\eta$ are therefore absent from the energies. The quartic term of the sea is common to both energies in each difference; it changes $\delta_k$ only in combination with $W$, at order $\eta^4$. The remainder is thus $O(N^{-2})$, as stated.

For the occupied state at $ka=2\pi/5$, the formula gives $N\delta_{\rm rem}=2.012$ eV, and diagonalization at $N=6250$ gives $2.012$ eV. In the crystal this is $2.5\times10^{-10}$ eV.

### Two limits

For weak coupling, $r\ll1$, one may set $\Omega=\omega$ in the brackets. The displacement term is then $g^2j_k^2/(N\hbar\omega)$.

Now let $\omega\to0$ at fixed $v$ in the coefficient of $1/N$, with $N\to\infty$ taken first, since the confinement used above vanishes as $\omega\to0$ at fixed $N$. Since $g^2\propto1/\omega$, that weak-coupling expression would diverge. But $r\to\infty$ in this limit and $\Omega^2\to2g^2\tau\omega/\hbar$, so

$$
\frac{g^2}{N}\frac{j_k^2\omega}{\hbar\Omega^2}\ \to\ \frac{j_k^2}{2N\tau}.
$$

The collective stiffening of the mode keeps the one-electron shift finite.

## When order-one changes return

**A macroscopic photon number.** In a bare number state with $n$ photons, normal ordering gives

$$
\langle n|\cos\eta X|n\rangle=e^{-\eta^2/2}
\sum_{m=0}^{n}\frac{(-\eta^2)^m}{(m!)^2}\frac{n!}{(n-m)!}.
$$

If $n/N$ is fixed while $N\to\infty$, then $n!/(n-m)!\to n^m$ for each fixed $m$, and the sum tends to $J_0(2g\sqrt{n/N})$. At $n=N$ the hopping factor is $0.83$. A bare number state is not an eigenstate of the coupled system, so this is an average of the hopping and not a band energy. It shows that a field with $n\propto N$ escapes the $1/N$ suppression.

**A macroscopic current.** Displace the whole sea by $k_0$. The current is now proportional to $N$ and displaces the field to $X=\theta/\eta$. At leading order the energy per site is

$$
-\tau\cos(k_0a+\theta)+\frac{\hbar\omega\theta^2}{4g^2},
$$

and $\theta$ minimizes it. Because the energy is stationary in $\theta$, an added electron has the leading energy $-2t\cos(ka+\theta)$. For $k_0a=0.628$ the minimum lies at $\theta=-0.437$, and the energy at $ka=4\pi/5$ moves by $-0.65$ eV. Diagonalization gives $-0.686$ eV at $N=50$ and $-0.657$ eV at $N=250$. This is an excited state, and at leading order its band is translated in $k$ without a change of width.

The statement also does not cover a mode volume held fixed while $N$ grows, or a number of modes that grows with $N$. In the first case $\eta$ stays constant, but $\Omega$ grows as $\sqrt N$, so in this single-mode model the one-electron shift still vanishes, though in general only as $N^{-1/2}$. In the second, many small shifts may add up.

## Numbers as computed

```
hopping t = 1.000 eV; bare mode energy = 0.100 eV
lattice spacing = 0.500 nm; filling = 0.5
mode volume = 1000.0 um^3
mode volume per site = 125.0 nm^3
crystal volume / mode volume = 0.0010
number of sites N = 8.000e+09
vacuum amplitude A0 = 6.2608e-12 V s/m
phase amplitude eta = 4.7559e-06
g = 0.42538; g^2 = 0.18095
tau = 0.63662 eV; 2 g^2 tau/(hbar omega) = 2.3039
intraband plasma energy = 0.15179 eV
dressed mode energy = 0.18177 eV; Omega/omega = 1.8177
total zero-point shift = 0.04088 eV
zero-point shift per site, crystal = 5.110e-12 eV
virtual photon number = 0.09196
bare band energy at ka=4pi/5 = 1.61803 eV
bare band energy at ka=2pi/5 = -0.61803 eV
N * addition shift, formula, ka=4pi/5 = -0.83742 eV
N * removal shift, formula, ka=2pi/5 = 2.01230 eV
addition shift in crystal = -1.047e-10 eV
removal shift in crystal = 2.515e-10 eV
numerical: N, mode gap (eV), addition shift (eV), removal shift (eV)
     10  0.182502  -9.7838e-02  2.0891e-01
     50  0.181746  -1.7287e-02  4.0701e-02
    250  0.181757  -3.3710e-03  8.0684e-03
   1250  0.181765  -6.7078e-04  1.6106e-03
   6250  0.181767  -1.3402e-04  3.2200e-04
numerical: N, N*addition shift (eV), N*removal shift (eV)
     10  -0.97838  2.08905
     50  -0.86436  2.03504
    250  -0.84274  2.01711
   1250  -0.83848  2.01327
   6250  -0.83763  2.01249
log-log slope of addition shift, last two N = -1.0006
numerical total photon-induced energy, N=6250 = 0.04088 eV
numerical virtual photon number, N=6250 = 0.09196
mistaken hopping reduction with eta=g = 8.650 percent
actual mean hopping reduction, crystal = 6.222e-12
many-body vs block spectrum, N=6, max difference = 2.4e-14 eV
N=10: next occupation lies above centred sea by 0.38133 eV
hopping factor, n=N=250 photons = 0.82674; J0(2g) = 0.82707
displaced sea: k0a = 0.62832 rad; field phase theta = -0.43734 rad
displaced sea: large-N band shift = -0.65017 eV
displaced sea: numerical shift, N=50 = -0.68566 eV
displaced sea: numerical shift, N=250 = -0.65715 eV
```
